# Mean and Median Arrhenius Rates under Gaussian Barrier Uncertainty: verification in Python

```python
# Result under test: for k = A exp(-E/kT) with a Gaussian belief about E
# (mean mu, standard deviation sigma), mean(k)/median(k) = exp(s^2/2), s = sigma/kT.
# A: prefactor (1/s), kT: thermal energy (eV), x: standard normal variable,
# theta: fraction of surface groups reacted within a given time.
# Averages are computed by quadrature or random draws and compared with closed forms.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.stats import norm, t as student

KB = const.k / const.e
temperature, mu, sigma = 450.0, 1.1, 0.1
prefactor, time = 1.0e13, 0.1
kT = KB * temperature
s = sigma / kT


def rate(barrier, thermal=kT):
    return prefactor * np.exp(-barrier / thermal)


def belief_average(func, low=-14.0, high=14.0, spread=sigma):
    x = np.linspace(low, high, 40001)
    return trapezoid(func(mu + spread * x) * norm.pdf(x), x)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Mean, median, interval and quantile
k_median = rate(mu)
k_mean = belief_average(rate)
ratio = k_mean / k_median
assert close(ratio, np.exp(s**2 / 2), 1e-8)
assert 27 < ratio < 29
rng = np.random.default_rng(12345)
draws = rate(mu + sigma * rng.standard_normal(1_000_000))
assert close(np.median(draws), k_median, 0.015)  # sampling error about 0.3 %
low95, high95 = k_median * np.exp(-norm.ppf(0.975) * s), k_median * np.exp(norm.ppf(0.975) * s)
sampled95 = np.percentile(draws, [2.5, 97.5])
assert np.all(np.abs(np.log(sampled95 / np.array([low95, high95]))) < 0.04)
mean_quantile = norm.cdf(s / 2)
assert abs(np.mean(draws < k_mean) - mean_quantile) < 0.002
second_order = belief_average(lambda e: 1 - (e - mu) / kT + ((e - mu) / kT)**2 / 2)
assert close(second_order, 1 + s**2 / 2, 1e-8)

# Which barriers carry the mean, and its apparent activation energy
centre = mu - sigma**2 / kT
share_below = belief_average(rate, high=(centre - mu) / sigma) / k_mean
assert abs(share_below - 0.5) < 1e-6
prob_below = norm.cdf(-s)
assert abs(np.mean(draws > rate(centre)) - prob_below) < 5e-4
beta, step = 1 / kT, 1e-3
log_means = [np.log(belief_average(lambda e, b=b: rate(e, 1 / b)))
             for b in (beta - step, beta + step)]
apparent = -(log_means[1] - log_means[0]) / (2 * step)
assert abs(apparent - centre) < 1e-6

# Waiting time and sampling cost
time_mean = belief_average(lambda e: 1 / rate(e))
assert close(time_mean * k_median, np.exp(s**2 / 2), 1e-8)
assert close(time_mean * k_mean, np.exp(s**2), 1e-8)
relative_variance = belief_average(lambda e: rate(e)**2) / k_mean**2 - 1
assert close(relative_variance, np.exp(s**2) - 1, 1e-7)
draws_needed = relative_variance / 0.1**2
batch_means = draws.reshape(10000, 100).mean(axis=1)
batch_low = np.mean(batch_means < k_mean)
assert batch_low > 0.5

# Barrier accuracy needed for a mean no more than twice the median
sigma_two = kT * np.sqrt(2 * np.log(2))
assert close(belief_average(rate, spread=sigma_two) / k_median, 2, 1e-8)


# Reacted fraction: first order, and second order with equal densities
def theta(k):
    return -np.expm1(-k * time)


theta_mean = belief_average(lambda e: theta(rate(e)))
assert abs(np.mean(theta(draws)) - theta_mean) < 0.002
assert theta_mean < theta(k_mean)
theta2_median = k_median * time / (1 + k_median * time)
theta2_mean = belief_average(lambda e: rate(e) * time / (1 + rate(e) * time))


# Barrier floors and heavy tails, at equal standard deviation before the cut
def floored(density, floor, top=None):
    e = np.linspace(floor, mu + 3.0, 200001)
    weight = density(e)
    part = e if top is None else np.linspace(floor, top, 200001)
    return trapezoid(density(part) * np.exp(-(part - mu) / kT), part) / trapezoid(weight, e)


dof = 10
t_scale = sigma * np.sqrt((dof - 2) / dof)


def gauss_density(e):
    return norm.pdf(e, mu, sigma)


def t_density(e):
    return student.pdf(e, dof, mu, t_scale)


gauss_floor = {}
for floor in (0.0, 0.8):
    gauss_floor[floor] = floored(gauss_density, floor)
    formula = (np.exp(s**2 / 2) * norm.cdf((centre - floor) / sigma)
               / norm.cdf((mu - floor) / sigma))
    assert close(gauss_floor[floor], formula, 1e-5)
t_floor = {floor: floored(t_density, floor) for floor in (0.0, 0.8)}
t_share = floored(t_density, 0.0, 0.2) / t_floor[0.0]
assert t_floor[0.0] > 100 * gauss_floor[0.0] and t_share > 0.9

# Uncertain prefactor, with and without correlation to the barrier
log_spread = np.log(3.0)
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()
prefactor_ratio = {}
for rho in (0.0, 0.5):
    x, y = np.meshgrid(nodes, nodes, indexing="ij")
    log_k = -s * x + log_spread * (rho * x + np.sqrt(1 - rho**2) * y)
    prefactor_ratio[rho] = weights @ np.exp(log_k) @ weights
    variance = s**2 + log_spread**2 - 2 * rho * log_spread * s
    assert close(prefactor_ratio[rho], np.exp(variance / 2), 1e-7)

# Tunnelling through a parabolic barrier: thermal average of the transmission
wavenumber = 1000.0
quantum = const.h * const.c * wavenumber * 100 / const.e
energy = np.linspace(-mu, 2.0, 200001)
tunnel = trapezoid(np.exp(-energy / kT) / (1 + np.exp(-2 * np.pi * energy / quantum)), energy) / kT
half = quantum / (2 * kT)
assert close(tunnel, half / np.sin(half), 1e-5)


def ratio_at(spread, temp):
    thermal = KB * temp
    return belief_average(lambda e: rate(e, thermal), spread=spread) / rate(mu, thermal)


print(f"Temperature: {temperature:.0f} K; thermal energy kT: {kT:.5f} eV")
print(f"Barrier mean: {mu:.2f} eV; standard deviation: {sigma:.2f} eV")
print(f"Prefactor: {prefactor:.1e} 1/s; reaction time: {time:.2f} s")
print(f"s = sigma/kT: {s:.4f}; s^2: {s**2:.4f}; s^2/2: {s**2/2:.4f} (no unit)")
print(f"Median rate: {k_median:.3f} 1/s")
print(f"Mean rate: {k_mean:.1f} 1/s")
print(f"Mean/median ratio: {ratio:.2f}")
print(f"Second-order expansion of the ratio: {second_order:.2f}")
print(f"Central 95% interval of rate: {low95:.4f} to {high95:.0f} 1/s")
print(f"95% factor each way: {high95/k_median:.0f}")
print(f"Quantile at which the mean rate lies: {100*mean_quantile:.1f} %")
print(f"Shift sigma^2/kT: {sigma**2/kT:.4f} eV")
print(f"Centre of rate-weighted barriers: {centre:.4f} eV")
print(f"Share of mean from barriers below centre: {100*share_below:.1f} %")
print(f"Probability of barriers below centre: {100*prob_below:.2f} %")
print(f"Apparent barrier of mean rate, finite difference: {apparent:.4f} eV")
print(f"Median waiting time 1/k: {1/k_median:.4f} s; mean: {time_mean:.2f} s")
print(f"Mean rate times mean waiting time: {k_mean*time_mean:.0f}")
print(f"Relative variance of rate: {relative_variance:.0f}")
print(f"Draws for 10% standard error of mean: {draws_needed:.0f}")
print(f"Share of 100-draw averages below true mean: {100*batch_low:.0f} %")
print(f"Median of 100-draw averages: {np.median(batch_means):.0f} 1/s")
print(f"Sigma for mean/median ratio 2: {sigma_two:.4f} eV")
print(f"Reacted fraction at median rate: {theta(k_median):.3f}")
print(f"Reacted fraction at mean rate: {theta(k_mean):.6f}")
print(f"Mean reacted fraction: {theta_mean:.3f}")
print(f"Second-order law: fraction at median rate {theta2_median:.3f}, mean {theta2_mean:.3f}")
for spread in (0.09, 0.11):
    print(f"Ratio for sigma {spread:.2f} eV at 450 K: {ratio_at(spread, 450.0):.1f}")
for temp in (440.0, 460.0):
    print(f"Ratio for sigma 0.10 eV at {temp:.0f} K: {ratio_at(sigma, temp):.1f}")
print(f"Prefactor log-spread, one-sigma factor 3: {log_spread:.4f}")
for rho, value in prefactor_ratio.items():
    print(f"Ratio with uncertain prefactor, correlation {rho:.1f}: {value:.1f}")
for floor in (0.0, 0.8):
    print(f"Gaussian, floor {floor:.1f} eV: mean rate / k(mu) = {gauss_floor[floor]:.2f}")
print(f"Student-t: {dof} degrees of freedom, scale {t_scale:.4f} eV")
for floor in (0.0, 0.8):
    print(f"Student-t, floor {floor:.1f} eV: mean rate / k(mu) = {t_floor[floor]:.3g}")
print(f"Student-t, floor 0: share of mean from barriers below 0.2 eV: {100*t_share:.1f} %")
print(f"Imaginary wavenumber: {wavenumber:.0f} 1/cm; quantum: {quantum:.4f} eV")
print(f"Tunnelling factor on every rate: {tunnel:.2f}")
print("every check passed")
```

Output:

```
Temperature: 450 K; thermal energy kT: 0.03878 eV
Barrier mean: 1.10 eV; standard deviation: 0.10 eV
Prefactor: 1.0e+13 1/s; reaction time: 0.10 s
s = sigma/kT: 2.5788; s^2: 6.6501; s^2/2: 3.3251 (no unit)
Median rate: 4.792 1/s
Mean rate: 133.2 1/s
Mean/median ratio: 27.80
Second-order expansion of the ratio: 4.33
Central 95% interval of rate: 0.0306 to 751 1/s
95% factor each way: 157
Quantile at which the mean rate lies: 90.1 %
Shift sigma^2/kT: 0.2579 eV
Centre of rate-weighted barriers: 0.8421 eV
Share of mean from barriers below centre: 50.0 %
Probability of barriers below centre: 0.50 %
Apparent barrier of mean rate, finite difference: 0.8421 eV
Median waiting time 1/k: 0.2087 s; mean: 5.80 s
Mean rate times mean waiting time: 773
Relative variance of rate: 772
Draws for 10% standard error of mean: 77187
Share of 100-draw averages below true mean: 74 %
Median of 100-draw averages: 87 1/s
Sigma for mean/median ratio 2: 0.0457 eV
Reacted fraction at median rate: 0.381
Reacted fraction at mean rate: 0.999998
Mean reacted fraction: 0.472
Second-order law: fraction at median rate 0.324, mean 0.407
Ratio for sigma 0.09 eV at 450 K: 14.8
Ratio for sigma 0.11 eV at 450 K: 55.9
Ratio for sigma 0.10 eV at 440 K: 32.4
Ratio for sigma 0.10 eV at 460 K: 24.1
Prefactor log-spread, one-sigma factor 3: 1.0986
Ratio with uncertain prefactor, correlation 0.0: 50.8
Ratio with uncertain prefactor, correlation 0.5: 12.3
Gaussian, floor 0.0 eV: mean rate / k(mu) = 27.80
Gaussian, floor 0.8 eV: mean rate / k(mu) = 18.46
Student-t: 10 degrees of freedom, scale 0.0894 eV
Student-t, floor 0.0 eV: mean rate / k(mu) = 1.31e+05
Student-t, floor 0.8 eV: mean rate / k(mu) = 18.7
Student-t, floor 0: share of mean from barriers below 0.2 eV: 94.9 %
Imaginary wavenumber: 1000 1/cm; quantum: 0.1240 eV
Tunnelling factor on every rate: 1.60
every check passed
```
